# The dual descriptor from the Fukui function and from hardness, part 1

(Sections cited here and not found follow in the second part.)

## First half: the identities

A molecule that takes part in a reaction exchanges charge with its partner and feels its partner's electric potential. The following problem concerns the quantity that links these two influences at second order in the charge.

Let $v(\mathbf r)$ be the external potential energy of one electron, with the attraction of the nuclei counted as negative. Let $N$ be the electron number, $E[N,v]$ the electronic ground-state energy and $\rho(\mathbf r)$ the electron density. Define

$$\mu=\left(\frac{\partial E}{\partial N}\right)_v,\qquad \eta=\left(\frac{\partial^2E}{\partial N^2}\right)_v=\left(\frac{\partial\mu}{\partial N}\right)_v ,$$

$$f(\mathbf r)=\left(\frac{\partial\rho(\mathbf r)}{\partial N}\right)_v,\qquad f^{(2)}(\mathbf r)=\left(\frac{\partial f(\mathbf r)}{\partial N}\right)_v .$$

These are the chemical potential, the hardness, the Fukui function and the dual descriptor. The hardness carries no factor $1/2$ here. If it is defined as $\eta'=\eta/2$ instead, each $\eta$ below becomes $2\eta'$.

A functional derivative with respect to $v$ is defined through a trial change $v\to v+\lambda w$, where $w(\mathbf r)$ is a fixed function and $\lambda$ a number:

$$\left.\frac{d}{d\lambda}G[v+\lambda w]\right|_{\lambda=0}=\int\frac{\delta G}{\delta v(\mathbf r)}\,w(\mathbf r)\,d\mathbf r .$$

### (a) How does the energy respond to the potential at fixed $N$?

Take an integer $N$ and a nondegenerate bound ground state. Find $\delta E/\delta v(\mathbf r)$.

**Solution.** The Hamiltonian is

$$H_\lambda=T+W_{ee}+\int[v(\mathbf r)+\lambda w(\mathbf r)]\,\hat\rho(\mathbf r)\,d\mathbf r,\qquad \hat\rho(\mathbf r)=\sum_{i=1}^N\delta(\mathbf r-\mathbf r_i),$$

with kinetic energy $T$ and electron repulsion $W_{ee}$, neither of which depends on $\lambda$. Let $\Psi_\lambda$ be the normalized ground state. Because the level is nondegenerate, $\Psi_\lambda$ can be chosen to vary smoothly with $\lambda$. Differentiate $E(\lambda)=\langle\Psi_\lambda|H_\lambda|\Psi_\lambda\rangle$ by the product rule, with a prime for $d/d\lambda$:

$$E'=\langle\Psi'|H|\Psi\rangle+\langle\Psi|H|\Psi'\rangle+\langle\Psi|H'|\Psi\rangle .$$

In the first term $H$ acts to the right on its eigenstate, and in the second it acts to the left, since it is Hermitian. Both give the factor $E$:

$$E'=E\left(\langle\Psi'|\Psi\rangle+\langle\Psi|\Psi'\rangle\right)+\langle\Psi|H'|\Psi\rangle .$$

The bracket is the derivative of $\langle\Psi|\Psi\rangle=1$ and is zero. In the last term $H'=\int w\hat\rho\,d\mathbf r$, and the expectation value of $\hat\rho$ is the density. Hence

$$E'=\int\rho(\mathbf r)w(\mathbf r)\,d\mathbf r,\qquad \left(\frac{\delta E}{\delta v(\mathbf r)}\right)_N=\rho(\mathbf r). \tag{1}$$

The wavefunction does change at first order, but that change does not enter the first-order energy. If $v$ is changed by moving nuclei, the nuclear repulsion changes too. That energy does not depend on $N$, so it drops out of $\mu$ and $\eta$.

### (b) What are the potential derivatives of $\mu$ and $\eta$?

Suppose now that $E[N,v]$ has been extended to continuous $N$ in such a way that (1) still holds, and that the mixed derivatives needed below exist and are continuous. Find $\delta\mu/\delta v(\mathbf r)$ and $\delta\eta/\delta v(\mathbf r)$ at fixed $N$.

**Solution.** Choose one trial function $w$ and consider the ordinary function of two variables

$$F(N,\lambda)=E[N,v+\lambda w].$$

By (1), $\partial F/\partial\lambda=\int\rho\,w\,d\mathbf r$, and by definition $\partial F/\partial N=\mu$. Continuous mixed derivatives may be taken in either order, so at $\lambda=0$

$$\frac{\partial\mu}{\partial\lambda}=\frac{\partial}{\partial\lambda}\frac{\partial F}{\partial N}=\frac{\partial}{\partial N}\frac{\partial F}{\partial\lambda}=\frac{\partial}{\partial N}\int\rho\,w\,d\mathbf r=\int f\,w\,d\mathbf r .$$

The last step takes the derivative inside the integral. This is harmless for a $w$ that vanishes outside a finite region, provided that $\partial\rho/\partial N$ is continuous there. Since $w$ is otherwise arbitrary, its coefficients on the two sides must agree at each point:

$$\left(\frac{\delta\mu}{\delta v(\mathbf r)}\right)_N=f(\mathbf r). \tag{2}$$

One more derivative with respect to $N$ gives, by the same exchange,

$$\frac{\partial\eta}{\partial\lambda}=\frac{\partial}{\partial\lambda}\frac{\partial^2F}{\partial N^2}=\frac{\partial^2}{\partial N^2}\frac{\partial F}{\partial\lambda}=\frac{\partial^2}{\partial N^2}\int\rho\,w\,d\mathbf r=\int\frac{\partial^2\rho}{\partial N^2}\,w\,d\mathbf r .$$

The second $N$-derivative of $\rho$ is the first $N$-derivative of $f$. Therefore

$$\boxed{\left(\frac{\delta\eta}{\delta v(\mathbf r)}\right)_N=\left(\frac{\partial^2\rho(\mathbf r)}{\partial N^2}\right)_v=\left(\frac{\partial f(\mathbf r)}{\partial N}\right)_v=f^{(2)}(\mathbf r)} \tag{3}$$

The dimensions agree. The left side is an energy divided by an energy and a volume, and the right side is a density divided by the square of a pure number.

Equation (3) gives one function two meanings. As a derivative of $f$, it tells how the region that receives added charge moves as charge is added. As a derivative of $\eta$, it tells where an outside potential changes the resistance to charge transfer. For a small change of potential at fixed $N$,

$$\delta\eta=\int f^{(2)}(\mathbf r)\,\delta v(\mathbf r)\,d\mathbf r. \tag{4}$$

An attractive potential ($\delta v<0$) confined to a region with $f^{(2)}>0$ thus lowers the hardness. The same potential in a region with $f^{(2)}<0$ raises it.

### (c) What is the integral of $f^{(2)}$ over all space?

Use the normalization of the density, and state what is needed to take derivatives under the integral.

**Solution.** For each $N$ in the smooth model the density integrates to the electron number:

$$\int\rho(\mathbf r)\,d\mathbf r=N .$$

Differentiate twice at fixed $v$. The right side gives first $1$ and then $0$, so

$$\int f(\mathbf r)\,d\mathbf r=1,\qquad \boxed{\int f^{(2)}(\mathbf r)\,d\mathbf r=0}. \tag{5}$$

Here the integral runs over all space, and smoothness at each point does not suffice. A sufficient condition is that, for all $N$ in some interval around the value of interest, $|\partial\rho/\partial N|$ and $|\partial^2\rho/\partial N^2|$ stay below fixed functions of $\mathbf r$ that have finite integrals. No charge can then slip away to infinity while the derivative is taken.

An electron that does not bind shows what goes wrong without such control. Put the molecule in a large box of volume $V$, and suppose that the added electron spreads over the box while the other electrons keep their density in the limit $V\to\infty$. The density gained on adding the electron then tends to zero at each fixed point. Its integral is nevertheless $1$ for each finite box. If $f^-$ denotes the density lost on removing an electron, the difference "gained minus lost" integrates to $1-1=0$ in each box. Its pointwise limit is $-f^-$, which integrates to $-1$. The zero integral has been lost because the limit was taken before the integration.

### (d) Can the zero integral be found without using the density?

Add the same constant $c$ to the potential everywhere, and follow $E$, $\mu$ and $\eta$.

**Solution.** For integer $N$ the added operator is $\sum_{i=1}^Nc=Nc$. It is a number, so it leaves the eigenstates unchanged and shifts each energy by $Nc$:

$$E[N,v+c]=E[N,v]+Nc. \tag{6}$$

Require the smooth extension to keep this property. Differentiating with respect to $N$ once and then twice gives

$$\mu[N,v+c]=\mu[N,v]+c,\qquad \eta[N,v+c]=\eta[N,v].$$

Now apply the definition of the functional derivative with $w=1$, for which $\lambda$ is $c$ itself:

$$0=\frac{d\eta}{dc}=\int\frac{\delta\eta}{\delta v(\mathbf r)}\,d\mathbf r=\int f^{(2)}(\mathbf r)\,d\mathbf r .$$

The same step for $\mu$ gives $\int f\,d\mathbf r=1$, and for $E$ it gives $\int\rho\,d\mathbf r=N$. The two proofs therefore express one fact. Hardness does not depend on the zero of potential energy, and a uniform potential cannot change it. Since $w=1$ does not vanish at large distance, this proof also needs the control at infinity described in (c).

A corollary concerns atoms in molecules. Let weight functions $\omega_A(\mathbf r)$ divide space among the atoms, with $\sum_A\omega_A=1$ at each point, and let them be held fixed. Then $f^{(2)}_A=\int\omega_Af^{(2)}d\mathbf r$ obeys

$$\sum_Af^{(2)}_A=\int\Big(\sum_A\omega_A\Big)f^{(2)}d\mathbf r=\int f^{(2)}d\mathbf r=0 .$$

If one atom has a positive value, some other atom must have a negative one. The separate values depend on the chosen weights, while their sum does not.

### (e) What remains when $N$ must be an integer?

Suppose that each further electron releases no more energy than the one before it, as is found for atoms and molecules. The exact zero-temperature energy of an open system is then made of straight lines between neighbouring integers:

$$E(N_0+x)=(1-x)E_0+xE_+,\qquad 0\le x\le1,$$

where $E_-,E_0,E_+$ are the energies with $N_0-1$, $N_0$ and $N_0+1$ electrons in the same $v$. Explain why (3) is then of no direct use, and find a form of it for integers.

**Solution.** Inside a segment the second derivative is zero. The densities mix with the same weights, so $f^{(2)}=0$ as well, and (3) reads $0=0$. At an integer the slope jumps and the second derivative does not exist. Chemical hardness is instead taken from a second difference,

$$\eta=E_+-2E_0+E_-=(E_--E_0)-(E_0-E_+)=I-A_e, \tag{7}$$

with ionization energy $I=E_--E_0$ and electron affinity $A_e=E_0-E_+$, both in the fixed potential $v$.

Suppose that all three states are bound and, apart from spin, nondegenerate. States that differ only in the direction of the total spin have the same density, and a potential that does not act on spin neither mixes nor splits them, so one of them can be followed as in (a). Equation (1) then holds for each of them separately, and (7) is a sum with constant coefficients, so

$$\frac{\delta\eta}{\delta v(\mathbf r)}=\rho_+(\mathbf r)-2\rho_0(\mathbf r)+\rho_-(\mathbf r).$$

Group the terms with $f^+=\rho_+-\rho_0$ and $f^-=\rho_0-\rho_-$:

$$\frac{\delta\eta}{\delta v(\mathbf r)}=f^+(\mathbf r)-f^-(\mathbf r)\equiv f^{(2)}(\mathbf r). \tag{8}$$

No derivative with respect to $N$ has been taken, so no smoothness in $N$ is needed. The integral follows by counting electrons:

$$\int f^{(2)}d\mathbf r=(N_0+1)-2N_0+(N_0-1)=0 .$$

Here $f^+$ shows where an added electron goes and $f^-$ shows where a removed electron comes from. A positive $f^{(2)}$ marks a place that gains more on addition than it loses on removal.

The integer form is also a case of the smooth theorem. Put a parabola $E(N_0+x)=a+bx+\tfrac12cx^2$ through the three energies. At $x=0$ it gives $a=E_0$, and at $x=\pm1$ it gives $E_\pm=E_0\pm b+\tfrac12c$. Half the difference and the sum of the last two equations yield

$$b=\tfrac12(E_+-E_-),\qquad c=E_++E_--2E_0=\eta .$$

The functional derivative of the parabola is the model density,

$$\rho(N_0+x)=\rho_0+\tfrac x2(\rho_+-\rho_-)+\tfrac{x^2}2(\rho_+-2\rho_0+\rho_-).$$

Since $\rho_+-\rho_-=f^++f^-$, its $x$-derivative is

$$f(N_0+x)=\tfrac12(f^++f^-)+x\,(f^+-f^-).$$

A further derivative returns $f^+-f^-$, in agreement with (8). At the integer itself this model gives the mean of the two one-sided Fukui functions.

## Second half: temperature, a molecular ion, and degeneracy

The symbols keep their meanings: $v$ is the external potential energy of an electron, $\rho$ the density, $\mu=\partial E/\partial N$, $\eta=\partial^2E/\partial N^2$, $f=\partial\rho/\partial N$ and $f^{(2)}=\partial f/\partial N$. For a smooth energy with $\delta E/\delta v=\rho$, the first half gave $\delta\eta/\delta v=f^{(2)}$ and $\int f^{(2)}d\mathbf r=0$. For integers it gave $\eta=I-A_e$ and $f^{(2)}=f^+-f^-$, where $f^+$ is the density gained with one more electron and $f^-$ the density lost with one fewer. A small potential change gives $\delta\eta=\int f^{(2)}\delta v\,d\mathbf r$.

### (f) Which energy obeys the theorem at finite temperature?

In a grand-canonical ensemble the mean number $N$ is continuous. Decide between the internal energy $E$ and the Helmholtz free energy $A=E-TS$, where $S$ is the entropy.

The potential derivative of the hardness has been shown to equal the dual descriptor, which integrates to zero, both for a smooth energy and in finite-difference form for integer electron numbers. It remains to answer (f), to follow the thermal hardness on cooling, and to examine H₃⁺, its response to a nearby charge and the effect of degeneracy.
